# Steady recombination of oppositely charged vacancies and interstitials: test program

```python
"""
Steady recombination of oppositely charged vacancies (V) and interstitials (I).

Result under test:
    k = 4 pi D Reff,   Reff = rc / (1 - exp(-rc/R)),   D = D_I + D_V
    rc = |z_I z_V| e^2 / (4 pi eps kB T)   (Coulomb capture length)
    R  = separation at which a pair recombines; rc -> 0 gives Reff = R.
A negative rc stands for repulsion.  g(r) is the pair density divided by its
value for random positions, and w(r) = U(r)/(kB T) is the reduced potential.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded


def coulomb_radius(rc, R):
    """Closed formula for the effective capture radius."""
    return R if rc == 0 else rc / (-np.expm1(-rc / R))


def coulomb_profile(r, rc, R):
    """Closed formula for the steady pair distribution."""
    return np.expm1(rc / r - rc / R) / np.expm1(-rc / R)


def integral_radius(w, R):
    """Effective radius from the integral of exp(w)/r^2, with x = 1/r."""
    value = quad(lambda x: np.exp(w(1 / x)), 0, 1 / R,
                 epsabs=1e-12, epsrel=1e-10, limit=400)[0]
    return 1 / value


def shoot(slope, R, probe, contact=0.0):
    """Integrate the steady flux equation outward for unit flux.

    slope is dw/dr and contact is g(R) per unit flux.
    Returns the effective radius and g(probe) scaled to g(infinity) = 1.
    """
    def rhs(y, g):
        r = np.exp(y)
        return 1 / r - g * r * slope(r)
    ends = [np.log(R), np.log(1e6 * R)]
    sol = solve_ivp(rhs, ends, [contact], method="DOP853", rtol=1e-10,
                    atol=1e-12, t_eval=[np.log(probe), ends[1]])
    assert sol.success
    return 1 / sol.y[0, -1], sol.y[0, 0] / sol.y[0, -1]


def transient_radius(rc, t_end, start, nodes=3000, steps=2000):
    """Solve the time-dependent equation in units R = 1, D = 1.

    The unknown is h = g exp(w), on a logarithmic grid, by implicit steps.
    Returns the inward flux at contact divided by 4 pi at time t_end.
    """
    y = np.linspace(0, np.log(20 * np.sqrt(t_end) + 10), nodes)
    dy = y[1] - y[0]
    r = np.exp(y)
    r_mid = np.exp(y[:-1] + dy / 2)
    conduct = r_mid * np.exp(rc / r_mid) / dy
    mass = (r**3 * np.exp(rc / r) * dy)[1:-1]
    h = np.ones(nodes) if start == "boltzmann" else np.exp(-rc / r)
    h[0] = 0.0
    bands = np.zeros((3, nodes - 2))
    bands[0, 1:] = -conduct[1:-1]
    bands[2, :-1] = -conduct[1:-1]
    t_old = 0.0
    for t in np.geomspace(1e-4, t_end, steps):
        m = mass / (t - t_old)
        bands[1] = m + conduct[1:] + conduct[:-1]
        load = m * h[1:-1]
        load[-1] += conduct[-1] * h[-1]
        h[1:-1] = solve_banded((1, 1), bands, load, check_finite=False)
        t_old = t
    return conduct[0] * h[1]


# --- Test: the two-particle equation reduces to relative motion ------------
pos_i = sp.symbols("xi yi zi", real=True)
pos_v = sp.symbols("xv yv zv", real=True)
s = sp.symbols("s", positive=True)
di, dv, rc_test = sp.Rational(4), sp.Rational(1), sp.Rational(3, 2)
dist = sp.sqrt(sum((a - b)**2 for a, b in zip(pos_i, pos_v)))
g_trial = sp.log(1 + s**2) + s
w_trial = -rc_test / s
g_pair, w_pair = g_trial.subs(s, dist), w_trial.subs(s, dist)
full = sum(d * sp.diff(sp.diff(g_pair, q) + g_pair * sp.diff(w_pair, q), q)
           for d, qs in ((di, pos_i), (dv, pos_v)) for q in qs)
radial = (di + dv) / s**2 * sp.diff(
    s**2 * (sp.diff(g_trial, s) + g_trial * sp.diff(w_trial, s)), s)
point = dict(zip(pos_i + pos_v, (1.1, 0.3, -0.7, -0.4, 0.9, 0.5)))
full_value = float(full.subs(point))
radial_value = float(radial.subs(s, float(dist.subs(point))))
assert abs(full_value - radial_value) < 1e-9 * abs(radial_value)

# --- Test: closed formula and profile against direct integration -----------
for ratio in (-3.0, -0.5, 0.01, 1.0, 4.0, 10.0):
    found, g_found = shoot(lambda r: ratio / r**2, 1.0, 1.7)
    # the finite outer radius leaves an error of order 1e-5 at most
    assert abs(found / coulomb_radius(ratio, 1.0) - 1) < 3e-5
    assert abs(g_found - coulomb_profile(1.7, ratio, 1.0)) < 3e-5
assert abs(shoot(lambda r: 0.0, 1.0, 1.7)[0] - 1) < 3e-5

# --- Test: expansion about the neutral limit -------------------------------
u = sp.symbols("u")
expansion = sp.series(u / (1 - sp.exp(-u)), u, 0, 3).removeO()
assert sp.simplify(expansion - (1 + u / 2 + u**2 / 12)) == 0

# --- Test: approach to the steady state for two kinds of start -------------
late = 1e5
reff_unit = coulomb_radius(1.0, 1.0)
slopes = {}
for start, expected in (("boltzmann", reff_unit), ("random", reff_unit - 1)):
    excess = transient_radius(1.0, late, start) / reff_unit - 1
    slopes[start] = excess * np.sqrt(np.pi * late)
    # time steps of one percent and higher orders in 1/sqrt(t) limit this
    assert abs(slopes[start] / expected - 1) < 0.03

# --- Worked example: lightly doped silicon at 300 K ------------------------
e, kB, eps0 = const.e, const.k, const.epsilon_0
nm, cm = 1e-9, 1e-2
T, eps_r, R = 300.0, 11.7, 0.5 * nm
D_V, D_I = 1e-9 * cm**2, 4e-9 * cm**2
defects, carriers = 1e12 / cm**3, 1e14 / cm**3
D, eps = D_V + D_I, eps_r * eps0


def capture_length(temp, zz=1):
    return zz * e**2 / (4 * np.pi * eps * kB * temp)


rc = capture_length(T)
reff = coulomb_radius(rc, R)
k = 4 * np.pi * D * reff
k_neutral = 4 * np.pi * D * R
k_double = 4 * np.pi * D * coulomb_radius(capture_length(T, 2), R)

# Drift of a uniform density through a sphere, from mobility and field
r_sphere = 3 * nm
field = e / (4 * np.pi * eps * r_sphere**2)
k_drift = 4 * np.pi * r_sphere**2 * (e * D / (kB * T)) * field
assert abs(k_drift / k - 1) < 1e-3

# Equal concentrations: half-life checked by integrating the rate equation
half_life = 1 / (k * defects)
decay = solve_ivp(lambda t, c: -c**2, [0, k * defects * half_life], [1.0],
                  rtol=1e-9, atol=1e-12)
assert abs(decay.y[0, -1] - 0.5) < 1e-6


# --- Effects left out of the model -----------------------------------------
def screened_radius(temp, density):
    """Effective radius (nm) and Debye length (nm) for a screened potential."""
    debye = np.sqrt(eps * kB * temp / (e**2 * density)) / nm
    length = capture_length(temp) / nm
    found = integral_radius(lambda r: -length * np.exp(-r / debye) / r, R / nm)
    direct = shoot(lambda r: length * np.exp(-r / debye)
                   * (1 / r**2 + 1 / (debye * r)), R / nm, 1.0)[0]
    assert abs(found / direct - 1) < 1e-4
    return found, debye


reff_scr, debye = screened_radius(T, carriers)
T_hot, carriers_hot = 1273.0, 2e19 / cm**3
rc_hot = capture_length(T_hot)
reff_hot = coulomb_radius(rc_hot, R)
reff_hot_scr, debye_hot = screened_radius(T_hot, carriers_hot)
in_sphere_hot = 4 * np.pi / 3 * (debye_hot * nm)**3 * carriers_hot

t_char = rc**2 / D
t_unit = (rc / R)**2
k_random = transient_radius(rc / R, t_unit, "random") * R / reff
k_boltz = transient_radius(rc / R, t_unit, "boltzmann") * R / reff
spacing = (3 / (4 * np.pi * 2 * defects))**(1 / 3)

hop, barrier = 0.235 * nm, 0.1
velocity = D / hop * np.exp(-barrier * e / (kB * T))
k_a = 4 * np.pi * R**2 * velocity
k_react = 1 / (1 / k + np.exp(-rc / R) / k_a)
contact_g = D / (velocity * R**2) * nm
react_direct = shoot(lambda r: rc / nm / r**2, R / nm, 1.0, contact_g)[0]
assert abs(react_direct * nm / (k_react / (4 * np.pi * D)) - 1) < 1e-4

r_linear = np.sqrt(rc * hop)
change_linear = coulomb_radius(rc, r_linear) / reff - 1
change_R = coulomb_radius(rc, 2 * R) / reff - 1
level = 0.1
wrong_charge = 1 / (1 + np.exp(level * e / (kB * T)))

# --- Output ----------------------------------------------------------------
print("EXAMPLE: silicon, charges -1 and +1")
print(f"temperature                        {T:.0f} K")
print(f"relative permittivity              {eps_r:.1f}")
print(f"recombination radius R             {R/nm:.2f} nm")
print(f"D_V                                {D_V/cm**2:.2e} cm2/s")
print(f"D_I                                {D_I/cm**2:.2e} cm2/s")
print(f"D = D_I + D_V                      {D/cm**2:.2e} cm2/s")
print(f"thermal energy kB T                {kB*T/e:.5f} eV")
print(f"Coulomb length rc                  {rc/nm:.3f} nm")
print(f"rc/R                               {rc/R:.3f}")
print(f"exp(-rc/R)                         {np.exp(-rc/R):.3e}")
print(f"Coulomb energy at R                {rc/R*kB*T/e:.4f} eV")
print(f"effective radius Reff              {reff/nm:.4f} nm")
print(f"k, charged pair                    {k/cm**3:.4e} cm3/s")
print(f"k, charged pair, SI                {k:.4e} m3/s")
print(f"k, neutral pair                    {k_neutral/cm**3:.4e} cm3/s")
print(f"k charged / k neutral              {k/k_neutral:.3f}")
print(f"k, drift alone                     {k_drift/cm**3:.4e} cm3/s")
print(f"k, charge product 2                {k_double/cm**3:.4e} cm3/s")
for r_nm in (0.55, 0.7, 1.0, 2.0):
    print(f"g at r = {r_nm:.2f} nm                   "
          f"{coulomb_profile(r_nm*nm, rc, R):.4f}")
print(f"density of each defect             {defects*cm**3:.1e} cm-3")
print(f"half-life                          {half_life:.2f} s")
print("NEUTRAL LIMIT: Reff/R")
for ratio in (0.01, 0.1, 1.0, 10.0):
    print(f"rc/R = {ratio:5.2f}                       "
          f"{coulomb_radius(ratio, 1.0):.5f}")
print("TRANSIENT, rc = R: coefficient of R/sqrt(pi D t)")
print(f"Boltzmann start: solved, formula   "
      f"{slopes['boltzmann']:.3f}, {reff_unit:.3f}")
print(f"random start: solved, formula      "
      f"{slopes['random']:.3f}, {reff_unit - 1:.3f}")
print("NEGLECTED EFFECTS, 300 K example")
print(f"time rc^2/D                        {t_char*1e6:.1f} us")
print(f"k(t)/k then, random start          {k_random:.4f}")
print(f"k(t)/k then, Boltzmann start       {k_boltz:.4f}")
print(f"carrier density                    {carriers*cm**3:.1e} cm-3")
print(f"Debye length                       {debye:.1f} nm")
print(f"change of k by screening           {100*(reff_scr*nm/reff-1):.2f} %")
print(f"radius of volume per defect        {spacing/nm:.0f} nm")
print(f"hop length, contact barrier        {hop/nm:.3f} nm, {barrier:.2f} eV")
print(f"change of k by contact barrier     {100*(k_react/k-1):.2f} %")
print(f"radius where linear drift fails    {r_linear/nm:.3f} nm")
print(f"change of k, absorbed there        {100*change_linear:.2f} %")
print(f"change of k if R is doubled        {100*change_R:.2f} %")
print(f"wrong charge, level {level:.1f} eV off EF   {100*wrong_charge:.2f} %")
print(f"PROCESS TEMPERATURE                {T_hot:.0f} K")
print(f"carrier density, rough             {carriers_hot*cm**3:.1e} cm-3")
print(f"Coulomb length, Debye length       "
      f"{rc_hot/nm:.3f} nm, {debye_hot:.3f} nm")
print(f"carriers in a Debye sphere         {in_sphere_hot:.2f}")
print(f"k/k neutral, unscreened            {reff_hot/R:.3f}")
print(f"k/k neutral, screened              {reff_hot_scr*nm/R:.3f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
EXAMPLE: silicon, charges -1 and +1
temperature                        300 K
relative permittivity              11.7
recombination radius R             0.50 nm
D_V                                1.00e-09 cm2/s
D_I                                4.00e-09 cm2/s
D = D_I + D_V                      5.00e-09 cm2/s
thermal energy kB T                0.02585 eV
Coulomb length rc                  4.761 nm
rc/R                               9.521
exp(-rc/R)                         7.327e-05
Coulomb energy at R                0.2461 eV
effective radius Reff              4.7611 nm
k, charged pair                    2.9915e-14 cm3/s
k, charged pair, SI                2.9915e-20 m3/s
k, neutral pair                    3.1416e-15 cm3/s
k charged / k neutral              9.522
k, drift alone                     2.9912e-14 cm3/s
k, charge product 2                5.9825e-14 cm3/s
g at r = 0.55 nm                   0.5792
g at r = 0.70 nm                   0.9342
g at r = 1.00 nm                   0.9915
g at r = 2.00 nm                   0.9993
density of each defect             1.0e+12 cm-3
half-life                          33.43 s
NEUTRAL LIMIT: Reff/R
rc/R =  0.01                       1.00501
rc/R =  0.10                       1.05083
rc/R =  1.00                       1.58198
rc/R = 10.00                       10.00045
TRANSIENT, rc = R: coefficient of R/sqrt(pi D t)
Boltzmann start: solved, formula   1.585, 1.582
random start: solved, formula      0.583, 0.582
NEGLECTED EFFECTS, 300 K example
time rc^2/D                        45.3 us
k(t)/k then, random start          1.0000
k(t)/k then, Boltzmann start       1.6276
carrier density                    1.0e+14 cm-3
Debye length                       408.8 nm
change of k by screening           -1.13 %
radius of volume per defect        492 nm
hop length, contact barrier        0.235 nm, 0.10 eV
change of k by contact barrier     -1.54 %
radius where linear drift fails    1.058 nm
change of k, absorbed there        1.11 %
change of k if R is doubled        0.86 %
wrong charge, level 0.1 eV off EF   2.05 %
PROCESS TEMPERATURE                1273 K
carrier density, rough             2.0e+19 cm-3
Coulomb length, Debye length       1.122 nm, 1.883 nm
carriers in a Debye sphere         0.56
k/k neutral, unscreened            2.510
k/k neutral, screened              1.776
ALL CHECKS PASSED
```
